# Exchange gradients and the density response of the uniform gas in PBE

## Problem

The PBE functional adds density gradients to both the exchange and the correlation energy of the local density approximation (LDA). Its correlation part contains a coefficient $\beta$ and its exchange part a coefficient $\mu$. Take $\beta=0.066725$, the Ma-Brueckner value for the high-density gas, as given.

Hartree atomic units are used: energies in hartree (Ha), lengths in bohr. The electron gas is unpolarized and neutralized by a uniform background. With density $n$, define

$$k_F=(3\pi^2n)^{1/3},\qquad k_s^2=\frac{4k_F}{\pi},\qquad s=\frac{|\nabla n|}{2k_Fn},\qquad t=\frac{|\nabla n|}{2k_sn}.$$

The LDA exchange energy per electron is $-3k_F/(4\pi)$. PBE multiplies it by

$$F_x(s)=1+\kappa-\frac{\kappa}{1+\mu s^2/\kappa},\qquad \kappa=0.804.$$

To the LDA correlation energy per electron, $\varepsilon_c(n)<0$, PBE adds

$$H=\gamma\ln\left[1+\frac{\beta}{\gamma}t^2\,\frac{1+At^2}{1+At^2+A^2t^4}\right],\qquad A=\frac{\beta/\gamma}{e^{-\varepsilon_c/\gamma}-1},$$

with $\gamma=(1-\ln2)/\pi^2=0.031091$.

1. For which $\mu$ do the terms of order $|\nabla n|^2$ in exchange and correlation cancel at every density?
2. What does this $\mu$ do to the static linear density response of the uniform gas?
3. Evaluate the effect for Wigner-Seitz radius $r_s=2$ bohr, and find where the agreement with LDA ends.

## First estimate by scaling

Drop all numerical factors, but keep $\mu$ and $\beta$. The exchange energy per volume scales as $-nk_F$, and $s^2\sim|\nabla n|^2/(k_F^2n^2)$. The exchange gradient term is therefore

$$-nk_F\,\mu s^2\sim-\mu\,\frac{|\nabla n|^2}{k_Fn}.$$

For correlation, $k_s^2\sim k_F$ gives $t^2\sim|\nabla n|^2/(k_Fn^2)$, and the gradient term is

$$n\,\beta t^2\sim+\beta\,\frac{|\nabla n|^2}{k_Fn}.$$

The signs are opposite and the density dependence is the same. One constant $\mu$ can therefore produce cancellation at all densities, and the estimate for it is $\mu\sim\beta\approx0.07$.

The size of what cancels can be estimated too. In a density wave of wavevector $q$, a gradient term contributes about $\mu q^2/(k_Fn)\sim\mu q^2/k_F^4$ to the second derivative of the energy, since $n\sim k_F^3$. The LDA exchange contribution is of order $k_F/n\sim1/k_F^2$. Their ratio is about $\mu(q/k_F)^2$, or 7% at $q=k_F$ when $\mu\sim\beta$.

## Exact solution within the PBE form

### The two gradient coefficients

From $1/(1+x)=1-x+x^2-\dots$ with $x=\mu s^2/\kappa$,

$$F_x=1+\mu s^2-\frac{\mu^2s^4}{\kappa}+O(s^6).$$

The second-order exchange energy per volume is the electron density times the LDA exchange energy times $\mu s^2$:

$$-n\,\frac{3k_F}{4\pi}\,\mu\,\frac{|\nabla n|^2}{4k_F^2n^2}=C_x|\nabla n|^2,\qquad C_x=-\frac{3\mu}{16\pi k_Fn}.$$

For correlation, write $y=At^2$. Then

$$\frac{1+y}{1+y+y^2}=1-\frac{y^2}{1+y+y^2}=1+O(t^4).$$

The argument of the logarithm is $1+z$ with $z=(\beta/\gamma)t^2+O(t^6)$. Using $\ln(1+z)=z-z^2/2+\dots$,

$$H=\beta t^2-\frac{\beta^2t^4}{2\gamma}+O(t^6).$$

The density-dependent quantity $A$ does not enter the first two terms. Since

$$t^2=\frac{|\nabla n|^2}{4k_s^2n^2}=\frac{\pi|\nabla n|^2}{16k_Fn^2},$$

the second-order correlation energy per volume, $n\beta t^2$, equals $C_c|\nabla n|^2$ with

$$C_c=\frac{\pi\beta}{16k_Fn}.$$

The sum is

$$C=C_x+C_c=\frac{1}{16k_Fn}\left(\pi\beta-\frac{3\mu}{\pi}\right).$$

The bracket contains no density. It vanishes if and only if

$$\boxed{\mu=\frac{\pi^2}{3}\beta}=\frac{9.8696}{3}\times0.066725=0.2195.$$

This is the PBE choice. It makes two terms of this functional cancel; it does not reproduce the gradient expansion of exchange alone. For a slowly varying gas that expansion has the coefficient $10/81=0.1235$, a known result quoted here without derivation. It serves below as a contrast.

### From the energy to the response kernel

The xc kernel $f(q)$ is defined by the second-order change of the xc energy,

$$\delta^2E_{xc}=\frac12\iint f(|\mathbf r-\mathbf r'|)\,\delta n(\mathbf r)\,\delta n(\mathbf r')\,d^3r\,d^3r',$$

and a Fourier transform. Let $e(n)$ be the LDA xc energy per volume. The PBE energy per volume is

$$e(n)+C(n)|\nabla n|^2+O(|\nabla n|^4).$$

Insert $n=n_0+\delta n$ with $\delta n=a\cos(\mathbf q\cdot\mathbf r)$ and $q\neq0$. The first-order term averages to zero. In the gradient term $C(n)$ may be replaced by $C(n_0)$, because $|\nabla\delta n|^2$ is already of second order in $a$. The averages of $\cos^2$ and $\sin^2$ are both $1/2$, so the second-order energy per volume is

$$\frac12e''(n_0)\frac{a^2}{2}+C(n_0)\frac{a^2q^2}{2}=\frac{a^2}{4}\left[e''(n_0)+2C(n_0)q^2\right].$$

The definition of the kernel gives $\frac12f(q)\,a^2/2=a^2f(q)/4$ for the same wave. Hence

$$f(q)=e''(n_0)+2C(n_0)q^2.$$

This does not require small $q$. The PBE energy density depends smoothly on the local $n$ and $|\nabla n|^2$, and at fixed $q$ the gradient $aq$ goes to zero with the amplitude. The omitted terms are then of order $a^4$. With $C=0$, the PBE kernel equals the LDA kernel $e''(n_0)$ at every $q$.

### From the kernel to the density response

In a uniform gas both functionals give a constant xc potential. The Kohn-Sham orbitals are the same plane waves, with energies $k^2/2$ plus a constant, and both functionals share one noninteracting response $\chi_0$. An external potential $\delta v$ of wavevector $q$ acts together with the Hartree and xc potentials that the density change induces:

$$\delta n=\chi_0\left[\delta v+\frac{4\pi}{q^2}\delta n+f\,\delta n\right].$$

Collecting $\delta n$ on the left gives

$$\chi=\frac{\delta n}{\delta v}=\frac{\chi_0}{1-\left(4\pi/q^2+f\right)\chi_0}.$$

Equal $f$ and equal $\chi_0$ give equal $\chi$. This answers the second question: PBE has the LDA linear density response. The statement compares two approximations and does not say how close either is to the true response of the gas.

Numbers require $\chi_0$. First-order perturbation theory gives, with a factor 2 for spin and occupations $\theta_k$ equal to 1 for $k<k_F$ and 0 otherwise,

$$\chi_0=2\int\frac{d^3k}{(2\pi)^3}\,\frac{\theta_{\mathbf k}-\theta_{\mathbf k+\mathbf q}}{k^2/2-|\mathbf k+\mathbf q|^2/2}.$$

Substituting $\mathbf k\to-\mathbf k-\mathbf q$ in the second part makes it equal to the first. In the sense of a principal value,

$$\chi_0=-4\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\frac{1}{q^2/2+\mathbf k\cdot\mathbf q}.$$

The integral over the cosine of the angle gives $(kq)^{-1}L(k)$, where $L(k)=\ln|(q+2k)/(q-2k)|$. The remaining factors are $4\cdot2\pi/(2\pi)^3=1/\pi^2$, so

$$\chi_0=-\frac{1}{\pi^2q}\int_0^{k_F}k\,L(k)\,dk.$$

Integrate by parts, taking $\frac12(k^2-q^2/4)$ as the antiderivative of $k$. This factor removes the singularity at $k=q/2$. Since $L'=4q/(q^2-4k^2)$, the remaining integrand is $+q/2$, and

$$\int_0^{k_F}kL\,dk=\frac12\left(k_F^2-\frac{q^2}{4}\right)L(k_F)+\frac{qk_F}{2}.$$

With $x=q/(2k_F)$ this is the Lindhard function

$$\chi_0=-\frac{k_F}{\pi^2}\left[\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|\right].$$

### Numbers for $r_s=2$ bohr

The density is $n=3/(4\pi r_s^3)=0.029842$ bohr$^{-3}$, and $k_F=0.9596$ bohr$^{-1}$. Take first $q=k_F$.

The LDA exchange energy per volume is proportional to $n^{4/3}$. Its second derivative is $\frac43\cdot\frac13=\frac49$ times itself divided by $n^2$:

$$f_x^{\rm LDA}=-\frac49\,\frac{3k_F}{4\pi n}=-\frac{k_F}{3\pi n}=-\frac{\pi}{k_F^2}=-3.412\ \text{Ha bohr}^3.$$

The LDA correlation kernel is $-0.242$ Ha bohr$^3$. It was obtained numerically from the Perdew-Wang correlation energy of a weak cosine density wave, as four times the mean energy change per volume divided by the squared amplitude (the energy change is $a^2f/4$), extrapolated to zero amplitude. The total is $f^{\rm LDA}=-3.654$ Ha bohr$^3$.

The exchange gradient shifts the kernel by

$$2C_xk_F^2=-\frac{3\mu k_F}{8\pi n}=-\frac{3(0.2195)(0.9596)}{8\pi(0.029842)}=-0.843\ \text{Ha bohr}^3.$$

The correlation gradient shifts it by $+0.843$ Ha bohr$^3$, so the PBE kernel is again $-3.654$ Ha bohr$^3$.

Here $x=1/2$, and the Lindhard function gives

$$\chi_0=-0.09723\,(0.5+0.375\ln3)=-0.08867\ \text{Ha}^{-1}\text{bohr}^{-3}.$$

With $4\pi/q^2=13.647$ Ha bohr$^3$,

$$\chi=\frac{-0.08867}{1+(13.647-3.654)(0.08867)}=-0.04701\ \text{Ha}^{-1}\text{bohr}^{-3}.$$

An external potential of amplitude 0.01 Ha therefore modulates the density by $0.01\times0.04701/0.029842=1.58\%$ in both LDA and PBE.

Now keep PBE correlation but set $\mu=10/81$. The exchange shift falls to $0.123457/0.219516=0.562$ of its former size, and $+0.369$ Ha bohr$^3$ is left uncancelled. The results for two wavevectors are:

| Quantity | $q=k_F$ | $q=1.5k_F$ |
|---|---|---|
| $f$, LDA and PBE (Ha bohr$^3$) | $-3.654$ | $-3.654$ |
| $f$, $\mu=10/81$ (Ha bohr$^3$) | $-3.285$ | $-2.824$ |
| $\chi$, LDA and PBE (Ha$^{-1}$ bohr$^{-3}$) | $-0.0470$ | $-0.0644$ |
| $\chi$, $\mu=10/81$ (Ha$^{-1}$ bohr$^{-3}$) | $-0.0462$ | $-0.0611$ |
| Change of $\chi$ relative to LDA | $-1.7\%$ | $-5.1\%$ |

The growth with $q$ follows from $1/\chi=1/\chi_0-4\pi/q^2-f$. A small change $\delta f$ gives $\delta\chi/\chi\approx\chi\,\delta f$. Between the two columns $\delta f$ grows by $1.5^2=2.25$ and $|\chi|$ by 1.37, hence the relative change by about 3.

### Where the agreement ends

**Spin response.** Let the total density stay uniform while the magnetization $m=n_\uparrow-n_\downarrow$ forms a wave. PBE correlation sees the gradient of the total density, which is zero, so its gradient term is absent. Exchange obeys

$$E_x[n_\uparrow,n_\downarrow]=\frac12E_x[2n_\uparrow]+\frac12E_x[2n_\downarrow],\qquad 2n_{\uparrow,\downarrow}=n_0\pm m.$$

To second order its gradient energy per volume is

$$\frac12C_x|\nabla m|^2+\frac12C_x|{-\nabla m}|^2=C_x|\nabla m|^2.$$

Nothing cancels this term. The kernel for $m$ is shifted by $2C_xq^2$ from its value in the local spin-density approximation. At $r_s=2$ bohr and $q=k_F$ it changes from $-2.370$ to $-3.213$ Ha bohr$^3$. The local value is the exchange part $-3.412$ plus $+1.041$ from the Perdew-Wang spin stiffness. It depends on the parametrization of LDA correlation ($-2.40$ with Vosko-Wilk-Nusair, $-2.21$ with Perdew-Zunger), while the shift $-0.843$ does not. The restored linear response is thus that of the density, not that of the spin.

**Stronger perturbations.** At fourth order in the gradient, exchange contributes $+(3k_F/4\pi)\mu^2s^4/\kappa$ per electron and correlation $-(\beta t^2)^2/(2\gamma)$. The second-order cancellation means $\beta t^2=(3k_F/4\pi)\mu s^2$. The remainder per electron is therefore

$$\frac{3k_F}{4\pi}\mu^2s^4\left[\frac1\kappa-\frac{3k_F}{8\pi\gamma}\right].$$

At $r_s=2$ bohr this is $-0.0269\,s^4$ Ha. It vanishes at $k_F=8\pi\gamma/(3\kappa)=0.324$ bohr$^{-1}$, or $r_s=5.92$ bohr, and is negative at higher densities.

Because $C(n)$ vanishes for every $n$, and not merely at $n_0$, the third-order energy $C'(n_0)\,\delta n\,|\nabla\delta n|^2$ vanishes as well. For a gas that stays unpolarized, the quadratic density response is then also that of LDA. The first difference can appear in the cubic response.

## Comparison

Scaling found the opposite signs and the common density dependence, which are what allow a constant $\mu$ to work. It could not supply the ratio of the coefficients:

| Quantity | Scaling | Solution |
|---|---|---|
| $\mu/\beta$ | 1 | $\pi^2/3=3.29$ |
| $\mu$ | 0.07 | 0.2195 |
| Exchange shift relative to $f_x^{\rm LDA}$, $q=k_F$ | 0.07 | 0.247 |

The factor 3.29 is the quotient of two numbers that the estimate set to one: $\pi/4$, from $t^2=(\pi k_F/4)s^2$, and $3/(4\pi)$, from the exchange energy.

For the last row, dividing $2C_xq^2$ by $-\pi/k_F^2$ and using $n=k_F^3/(3\pi^2)$ gives

$$\frac{3\mu q^2}{8\pi k_Fn}\,\frac{k_F^2}{\pi}=\frac98\,\mu\left(\frac{q}{k_F}\right)^2.$$

The scaling form was right up to the factor $9/8$; most of the error came from setting $\mu\sim\beta$. The terms that cancel are thus not small: at $q=k_F$ each is about a quarter of the LDA exchange kernel.

All numerical values are calculated from the stated model.
